# Mott Thermopower of a Degenerate Isotropic Kane Band with Constant Relaxation Time: test program

```python
# Result under test: thermopower of a degenerate isotropic Kane band with
# energy-independent relaxation time tau,
#   S = -(pi^2 kB^2 T/3e) [1.5(1+2aE)/(E(1+aE)) - 2a/(1+2aE)]  at E = E_F.
# Band: E(1+aE) = hbar^2 k^2/(2 m), E from the band edge, m = edge mass,
# a = nonparabolicity (1/eV). Transport mass m_t = hbar k/v = m(1+2aE).
# u = 4 a hbar^2 k_F^2/(2m). Energies in eV, lengths in nm, masses in m_e,
# times in fs, S in V/K. "hv" means hbar times the group velocity (eV nm).
# The independent road is a three-dimensional k-sum of the Boltzmann currents
# with numerical derivatives of E(k) and of the Fermi function.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

HB2 = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m_e, eV nm^2
KB = const.k / const.e                                # eV/K
HBAR = const.hbar / const.e * 1e15                    # eV fs
COUL = const.e / const.epsilon_0 * 1e9                # e^2/eps0, eV nm
X_RAD, W_RAD = np.polynomial.legendre.leggauss(400)
X_COS, W_COS = np.polynomial.legendre.leggauss(4)
X_ANG, W_ANG = np.polynomial.legendre.leggauss(60)


def energy(k, m, a):
    g = HB2 * k**2 / (2 * m)
    return 2 * g / (1 + np.sqrt(1 + 4 * a * g))


def k_of(E, m, a):
    return np.sqrt(2 * m * E * (1 + a * E) / HB2)


def fermi(E, mu, T):
    return expit((mu - E) / (KB * T))


def s_ksum(mu, T, m, a, tau=None):
    """Open-circuit thermopower from the Boltzmann currents summed over k."""
    kt = KB * T
    lo = k_of(max(0.0, mu - 40 * kt), m, a)
    hi = k_of(mu + 40 * kt, m, a)
    k = (0.5 * (hi + lo) + 0.5 * (hi - lo) * X_RAD)[:, None]
    kx, kp = k * X_COS, k * np.sqrt(1 - X_COS**2)
    h = 1e-5 * hi
    vx = (energy(np.hypot(kx + h, kp), m, a)
          - energy(np.hypot(kx - h, kp), m, a)) / (2 * h)
    weight = W_RAD[:, None] * W_COS * k**2 * vx**2
    if tau is not None:
        weight = weight * tau(k)
    E = energy(k, m, a)
    dT, dmu = 1e-3 * T, 1e-3 * kt
    f_T = (fermi(E, mu, T + dT) - fermi(E, mu, T - dT)) / (2 * dT)
    f_mu = (fermi(E, mu + dmu, T) - fermi(E, mu - dmu, T)) / (2 * dmu)
    return -np.sum(weight * f_T) / np.sum(weight * f_mu)


def s_mott(E, T, a, mass_term=True):
    """Derived formula; mass_term=False drops the derivative of m_t."""
    slope = 1.5 * (1 + 2 * a * E) / (E * (1 + a * E))
    if mass_term:
        slope -= 2 * a / (1 + 2 * a * E)
    return -np.pi**2 / 3 * KB**2 * T * slope


def s_density(kf, T, m, a):
    """Derived formula written with the Fermi wave number."""
    u = 2 * a * HB2 * kf**2 / m
    s_par = -np.pi**2 * KB**2 * T * m / (HB2 * kf**2)
    return s_par * (1 + 2 * u / 3) / np.sqrt(1 + u)


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


# ---- general tests, E_F = 1 eV, kT = 1 meV ----
m_test, T_low = 0.3, 1e-3 / KB
for a in (0.0, 0.1, 0.342, 0.5, 2.0, 1000.0):
    direct = s_ksum(1.0, T_low, m_test, a)
    # tolerance: neglected relative terms are a few times (kT/E_F)^2 = 1e-6
    assert close(s_mott(1.0, T_low, a), direct, 2e-5)
    assert close(s_density(k_of(1.0, m_test, a), T_low, m_test, a),
                 direct, 2e-5)
    if a > 0.3:
        assert s_mott(1.0, T_low, a, False) / direct > 1.2
par = s_ksum(1.0, T_low, m_test, 0.0)
assert close(-np.pi**2 * KB**2 * T_low / 2, par, 2e-5)
lin = s_ksum(1.0, T_low, m_test, 1000.0)
assert close(-2 * np.pi**2 / 3 * KB**2 * T_low, lin, 1e-3)
assert close(lin / s_mott(1.0, T_low, 1000.0, False), 2 / 3, 1e-3)
# at equal E_F the Kane and parabolic values cross at a*E_F = 1/2
assert close(s_ksum(1.0, T_low, m_test, 0.5), par, 1e-5)
assert s_ksum(1.0, T_low, m_test, 0.25) / par < 0.99
assert s_ksum(1.0, T_low, m_test, 1.0) / par > 1.01
# the error of the leading law falls as T^2
err = [s_ksum(1.0, x / KB, m_test, 0.4) / s_mott(1.0, x / KB, 0.4) - 1
       for x in (0.02, 0.01)]
assert 3.8 < err[0] / err[1] < 4.2
# weak nonparabolicity at equal density: relative rise u/6
k1 = k_of(1.0, m_test, 0.0)
u_small = 0.02
a_small = u_small * m_test / (2 * HB2 * k1**2)
rise = s_ksum(energy(k1, m_test, a_small), T_low, m_test, a_small) / par - 1
assert close(rise, u_small / 6, 0.01)

# ---- example: rough values typical of degenerate tin-doped indium oxide ----
n_cm3, m0, alpha, T = 5e20, 0.20, 0.4, 300.0
mobility, eps_r, thick = 40.0, 9.0, 100.0
n = n_cm3 * 1e-21
kf = (3 * np.pi**2 * n)**(1 / 3)
gam = HB2 * kf**2 / (2 * m0)
u = 4 * alpha * gam
EF = energy(kf, m0, alpha)
mt = m0 * (1 + 2 * alpha * EF)
hvf = HB2 * kf / mt
step = 1e-5 * kf
hv_num = (energy(kf + step, m0, alpha)
          - energy(kf - step, m0, alpha)) / (2 * step)
assert close(hvf, hv_num, 1e-7)

# conductivity weight: inverse-mass sum over filled states equals n/m_t(E_F)
kk = (0.5 * kf * (1 + X_RAD))[:, None]
kx, kp, h = kk * X_COS, kk * np.sqrt(1 - X_COS**2), 1e-3 * kf
curv = (energy(np.hypot(kx + h, kp), m0, alpha)
        - 2 * energy(kk, m0, alpha)
        + energy(np.hypot(kx - h, kp), m0, alpha)) / h**2
filled = np.sum(0.5 * kf * W_RAD[:, None] * W_COS * kk**2 * curv)
filled /= 2 * np.pi**2
assert close(n * HB2 / mt, filled, 1e-5)

S = s_mott(EF, T, alpha)
S_no_mass = s_mott(EF, T, alpha, False)
S_mass_part = S - S_no_mass
S_par_n = s_mott(gam, T, 0.0)
S_par_E = s_mott(EF, T, 0.0)
assert close(s_density(kf, T, m0, alpha), S, 1e-10)


# ---- finite degeneracy at fixed density ----
def density(mu, temp):
    hi = k_of(mu + 40 * KB * temp, m0, alpha)
    k = 0.5 * hi * (1 + X_RAD)
    occ = fermi(energy(k, m0, alpha), mu, temp)
    return np.sum(0.5 * hi * W_RAD * k**2 * occ) / np.pi**2


full = {}
for temp in (300.0, 600.0):
    mu = brentq(lambda x: density(x, temp) - n, 0.3 * EF, 1.5 * EF,
                xtol=1e-13)
    full[temp] = (mu, s_ksum(mu, temp, m0, alpha))
dev300 = full[300.0][1] / S - 1
dev600 = full[600.0][1] / s_mott(EF, 600.0, alpha) - 1
assert abs(dev300) < 0.01 and abs(dev600) < 0.04

# ---- energy-dependent scattering ----
tau_tot = mobility * 1e-4 * mt * const.m_e / const.e * 1e15
qs2 = COUL / eps_r * kf**2 / (np.pi**2 * hvf)   # static screening, fixed


def hv_of(k):
    return HB2 * k / (m0 * np.sqrt(1 + 2 * alpha * HB2 * k**2 / m0))


def tau_imp(k):
    """Screened singly charged donors, density n, Born approximation."""
    k = np.asarray(k, dtype=float)
    q2 = 2 * k[..., None]**2 * (1 - X_ANG)
    ang = 0.5 * np.sum(W_ANG * (1 - X_ANG) / (q2 + qs2)**2, axis=-1)
    dos_one_spin = k**2 / (2 * np.pi**2 * hv_of(k))
    rate = 2 * np.pi / HBAR * n * (COUL / eps_r)**2 * dos_one_spin * ang
    return 1 / rate


def tau_short(k):
    """Short-range scatterers: rate proportional to density of states."""
    return hv_of(k) / k**2


def log_slope(func):
    d = 1e-4
    up, down = func(kf * np.exp(d)), func(kf * np.exp(-d))
    return float((np.log(up) - np.log(down)) / (2 * d))


tau_i = float(tau_imp(kf))
assert tau_i > tau_tot
share = tau_tot / tau_i
rest_rate = 1 / tau_tot - 1 / tau_i


def tau_mix(k):
    return 1 / (1 / tau_imp(k) + rest_rate * tau_short(kf) / tau_short(k))


b = 4 * kf**2 / qs2
F = np.log(1 + b) - b / (1 + b)
p_const = 3 - u / (1 + u)
p_imp = 2 + 1 / (1 + u) - 2 * (b / (1 + b))**2 / F
p_short = -1 - u / (1 + u)
p_mix = share * p_imp + (1 - share) * p_short
assert close(p_imp, log_slope(tau_imp), 1e-5)
assert close(p_short, log_slope(tau_short), 1e-5)
unit = -np.pi**2 / 3 * KB**2 * T / (kf * hvf)
S_imp, S_short, S_mix = [unit * (p_const + p)
                         for p in (p_imp, p_short, p_mix)]
T_cold = 20.0
for func, value in ((tau_imp, S_imp), (tau_short, S_short),
                    (tau_mix, S_mix)):
    # tolerance: relative terms of order (kT/E_F)^2 with factors up to ~20
    assert close(value * T_cold / T,
                 s_ksum(EF, T_cold, m0, alpha, func), 2e-4)

# ---- diffuse film surfaces, at constant bulk tau ----
path = hvf * tau_tot / HBAR


def film_factor(ell):
    r = ell / thick

    def lost(c):
        return (1 - c**2) * c * r * (1 - np.exp(-1 / (r * c)))
    return 1 - 1.5 * quad(lost, 1e-12, 1, epsabs=1e-13, epsrel=1e-11)[0]


assert close(film_factor(path), 1 - 3 * path / (8 * thick), 1e-6)
p_film = log_slope(lambda k: film_factor(hv_of(k) * tau_tot / HBAR))
film_shift = p_film / p_const

muV = 1e6
print(f"electron density n = {n_cm3:.1e} cm^-3")
print(f"band-edge mass = {m0:.2f} m_e")
print(f"nonparabolicity alpha = {alpha:.2f} 1/eV")
print(f"temperature = {T:.0f} K, kT = {KB*T:.5f} eV")
print(f"mobility = {mobility:.0f} cm2/Vs")
print(f"static relative permittivity = {eps_r:.1f}")
print(f"film thickness = {thick:.0f} nm")
print(f"Fermi wave number = {kf:.4f} 1/nm")
print(f"gamma at Fermi level = {gam:.4f} eV")
print(f"Fermi energy = {EF:.4f} eV, E_F/kT = {EF/(KB*T):.2f}")
print(f"alpha*E_F = {alpha*EF:.4f}, u = {u:.4f} (no unit)")
print(f"transport mass at E_F = {mt:.4f} m_e")
print(f"Fermi velocity = {hvf/HBAR*1e6:.3e} m/s")
print(f"density-term slope = {1.5*(1+2*alpha*EF)/gam:.4f} 1/eV")
print(f"mass-term slope = {-2*alpha/(1+2*alpha*EF):.4f} 1/eV")
print(f"total d ln sigma/dE = {p_const/(kf*hvf):.4f} 1/eV")
print(f"S, Kane, constant tau = {S*muV:.3f} uV/K")
print(f"S without mass derivative = {S_no_mass*muV:.3f} uV/K")
print(f"contribution of mass derivative = {S_mass_part*muV:+.3f} uV/K")
print(f"S parabolic, same density = {S_par_n*muV:.3f} uV/K")
print(f"S parabolic, same E_F = {S_par_E*muV:.3f} uV/K")
print(f"ratio Kane/parabolic, same density = {S/S_par_n:.4f}")
print(f"ratio Kane/parabolic, same E_F = {S/S_par_E:.4f}")
for temp, dev in ((300.0, dev300), (600.0, dev600)):
    mu, s_full = full[temp]
    print(f"full k-sum {temp:.0f} K: mu = {mu:.4f} eV, "
          f"S = {s_full*muV:.3f} uV/K")
    print(f"  deviation from leading law = {100*dev:+.3f} %")
print(f"error ratio on halving T (test band) = {err[0]/err[1]:.3f}")
for a in (0.3, 0.5):
    print(f"S for alpha = {a:.1f} 1/eV, same density = "
          f"{s_density(kf, T, m0, a)*muV:.3f} uV/K")
print(f"total relaxation time = {tau_tot:.3f} fs")
print(f"impurity-only relaxation time = {tau_i:.3f} fs")
print(f"impurity-only mobility = {mobility*tau_i/tau_tot:.1f} cm2/Vs")
print(f"impurity share of scattering rate = {share:.3f}")
print(f"screening length = {1/np.sqrt(qs2):.4f} nm, b = {b:.3f}")
print(f"d ln sigma/d ln k, constant tau = {p_const:.4f}")
print(f"d ln tau/d ln k, impurities = {p_imp:+.4f}")
print(f"d ln tau/d ln k, short range = {p_short:+.4f}")
print(f"d ln tau/d ln k, mixture = {p_mix:+.4f}")
print(f"S, impurities only = {S_imp*muV:.3f} uV/K")
print(f"S, short range only = {S_short*muV:.3f} uV/K")
print(f"S, mixture = {S_mix*muV:.3f} uV/K")
print(f"mean free path = {path:.3f} nm, k_F*path = {kf*path:.2f}")
print(f"lifetime broadening hbar/tau = {HBAR/tau_tot:.4f} eV")
print(f"broadening/E_F = {HBAR/tau_tot/EF:.4f}")
print(f"film/bulk conductivity = {film_factor(path):.4f}")
print(f"surface change of S = {100*film_shift:+.3f} %")
print("no test failed")
```

It prints:

```
electron density n = 5.0e+20 cm^-3
band-edge mass = 0.20 m_e
nonparabolicity alpha = 0.40 1/eV
temperature = 300 K, kT = 0.02585 eV
mobility = 40 cm2/Vs
static relative permittivity = 9.0
film thickness = 100 nm
Fermi wave number = 2.4554 1/nm
gamma at Fermi level = 1.1486 eV
Fermi energy = 0.8557 eV, E_F/kT = 33.10
alpha*E_F = 0.3423, u = 1.8377 (no unit)
transport mass at E_F = 0.3369 m_e
Fermi velocity = 8.437e+05 m/s
density-term slope = 2.2000 1/eV
mass-term slope = -0.4749 1/eV
total d ln sigma/dE = 1.7251 1/eV
S, Kane, constant tau = -12.643 uV/K
S without mass derivative = -16.124 uV/K
contribution of mass derivative = +3.481 uV/K
S parabolic, same density = -9.572 uV/K
S parabolic, same E_F = -12.848 uV/K
ratio Kane/parabolic, same density = 1.3209
ratio Kane/parabolic, same E_F = 0.9841
full k-sum 300 K: mu = 0.8544 eV, S = -12.644 uV/K
  deviation from leading law = +0.008 %
full k-sum 600 K: mu = 0.8504 eV, S = -25.292 uV/K
  deviation from leading law = +0.023 %
error ratio on halving T (test band) = 4.002
S for alpha = 0.3 1/eV, same density = -11.909 uV/K
S for alpha = 0.5 1/eV, same density = -13.344 uV/K
total relaxation time = 7.662 fs
impurity-only relaxation time = 17.557 fs
impurity-only mobility = 91.7 cm2/Vs
impurity share of scattering rate = 0.436
screening length = 0.6724 nm, b = 10.905
d ln sigma/d ln k, constant tau = 2.3524
d ln tau/d ln k, impurities = +1.2773
d ln tau/d ln k, short range = -1.6476
d ln tau/d ln k, mixture = -0.3711
S, impurities only = -19.508 uV/K
S, short range only = -3.788 uV/K
S, mixture = -10.649 uV/K
mean free path = 6.465 nm, k_F*path = 15.87
lifetime broadening hbar/tau = 0.0859 eV
broadening/E_F = 0.1004
film/bulk conductivity = 0.9758
surface change of S = -0.372 %
no test failed
```
